# Mass of the bilayer-like band in ABA trilayer graphene: verification in Python

```python
# Result under test: the bilayer-like band of ABA trilayer graphene has the
# band-edge mass m = gamma1 / (sqrt(2) v^2) in the minimal model.
# gamma1: hopping between vertically aligned atoms; v: in-plane velocity;
# g = sqrt(2) gamma1: effective hopping of the mirror-even sector;
# x = v p: momentum times velocity, in eV. Orbitals: A1 B1 A2 B2 A3 B3.
# Extra terms: gamma2..gamma5, dimer-site energy delta, and potentials +u, -u
# on the outer layers. Energies are in eV unless a name says otherwise.
import numpy as np
from scipy import constants as const

e, hbar, m_e = const.e, const.hbar, const.m_e
gamma1 = 0.38
v = 1.0e6
lattice_nm = 0.246
hv = hbar * v / e * 1e9                       # eV nm
gamma0 = 2 * hv / (np.sqrt(3) * lattice_nm)   # in-plane hopping giving v
g = np.sqrt(2) * gamma1
mass_unit = e / v**2 / m_e                    # (1 eV)/v^2 in electron masses
mass = gamma1 / np.sqrt(2) * mass_unit


def hamiltonian(x, phi, gamma2=0.0, gamma3=0.0, gamma4=0.0, gamma5=0.0,
                delta=0.0, u=0.0):
    """Six-orbital continuum Hamiltonian for arrays of x and angle phi."""
    pi = np.asarray(x * np.exp(1j * phi))
    pid = pi.conj()
    H = np.zeros(pi.shape + (6, 6), complex)

    def put(i, j, value):
        H[..., i, j] = value
        H[..., j, i] = np.conj(value)

    for a in (0, 2, 4):
        put(a, a + 1, pid)
    for a, b in ((0, 1), (4, 5)):             # outer layers to middle layer
        put(b, 2, gamma1)
        put(a, 3, gamma3 / gamma0 * pi)
        put(a, 2, -gamma4 / gamma0 * pid)
        put(b, 3, -gamma4 / gamma0 * pid)
    put(0, 4, gamma2 / 2)
    put(1, 5, gamma5 / 2)
    site = [u, delta + u, delta, 0.0, -u, delta - u]
    for i in range(6):
        H[..., i, i] = site[i]
    return H


# Spectrum of the six-orbital problem against the derived bands
for x in (0.01, 0.1, 0.3, 0.7):
    root = np.sqrt(g**2 / 4 + x**2)
    derived = np.sort([x, -x, root - g/2, g/2 - root, root + g/2, -root - g/2])
    numeric = np.linalg.eigvalsh(hamiltonian(x, 0.37))
    assert np.allclose(numeric, derived, atol=1e-12)

# Mirror parity of the two low conduction bands, and where the low band lives
mirror = np.eye(6)[[4, 5, 2, 3, 0, 1]]
energies, states = np.linalg.eigh(hamiltonian(0.02, 0.37))
parity = [np.vdot(states[:, i], mirror @ states[:, i]).real for i in (3, 4)]
assert np.allclose(parity, [1, -1], atol=1e-9)
nondimer_weight = np.sum(np.abs(states[[0, 3, 4], 3])**2)
assert nondimer_weight > 0.99

# Band-edge mass from the honeycomb lattice, without linearizing in momentum
bonds = lattice_nm / np.sqrt(3) * np.array(
    [[0, 1], [np.sqrt(3)/2, -0.5], [-np.sqrt(3)/2, -0.5]])
corner = np.array([4 * np.pi / (3 * lattice_nm), 0.0])
q = 0.002 / hv
lattice_energies = []
for phi in np.arange(24) * 2 * np.pi / 24:
    k = corner + q * np.array([np.cos(phi), np.sin(phi)])
    f = -gamma0 * np.sum(np.exp(1j * bonds @ k))
    H = np.zeros((6, 6), complex)
    for a in (0, 2, 4):
        H[a, a + 1], H[a + 1, a] = f, np.conj(f)
    for b in (1, 5):
        H[b, 2] = H[2, b] = gamma1
    lattice_energies.append(np.linalg.eigvalsh(H)[3])
lattice_mass = (hbar * q * 1e9)**2 / (2 * np.mean(lattice_energies) * e) / m_e
assert abs(lattice_mass / mass - 1) < 1e-4    # finite-q error is about 1e-5

# True AB bilayer: the first two layers of the same Hamiltonian
x_small = 0.002
E_bilayer = np.linalg.eigvalsh(hamiltonian(x_small, 0.37)[:4, :4])[2]
bilayer_mass = x_small**2 / (2 * E_bilayer) * mass_unit
assert abs(mass / bilayer_mass - np.sqrt(2)) < 1e-4

angles = np.arange(48) * 2 * np.pi / 48


def mean_square_x(E, sign, **terms):
    """Angular mean of x^2 on the outer contour at energy sign*E."""
    band = 3 if sign > 0 else 2

    def excess(x, phi):
        H = hamiltonian(x, phi, **terms)
        return sign * np.linalg.eigvalsh(H)[..., band] - E

    grid = np.linspace(0, 0.5, 151)
    above = excess(grid[None, :], angles[:, None]) > 0
    assert not above[:, 0].any() and above[:, -1].all()
    assert np.all(np.sum(above[:, 1:] != above[:, :-1], axis=1) == 1)
    low, high = np.zeros(len(angles)), np.full(len(angles), 0.5)
    for _ in range(48):
        middle = (low + high) / 2
        outside = excess(middle, angles) > 0
        high = np.where(outside, middle, high)
        low = np.where(outside, low, middle)
    return np.mean(((low + high) / 2)**2)


def cyclotron_mass(E, sign, **terms):
    step = 1e-3
    slope = (mean_square_x(E + step, sign, **terms)
             - mean_square_x(E - step, sign, **terms)) / (2 * step)
    return slope / 2 * mass_unit


E_F = 0.040
mc_formula = mass * (1 + 2 * E_F / g)
mc_numeric = cyclotron_mass(E_F, 1)
assert abs(mc_numeric / mc_formula - 1) < 1e-6
assert abs(cyclotron_mass(E_F, -1) / mc_formula - 1) < 1e-6
x2 = mean_square_x(E_F, 1)
assert abs(x2 / (E_F**2 + g * E_F) - 1) < 1e-9

# Carrier densities with spin and valley degeneracy four
n_bilayer = x2 / (np.pi * hv**2) * 1e14       # per cm^2
n_monolayer = E_F**2 / (np.pi * hv**2) * 1e14
spacing_nm = 0.335
# Potential drop across the stack if one gate induces evenly shared charge
gate_drop = e * (n_bilayer + n_monolayer) * 1e4 * spacing_nm * 1e-9 / const.epsilon_0

# Neglected terms: rough typical values
rough = dict(gamma2=-0.02, gamma3=0.30, gamma4=0.10, gamma5=0.04, delta=0.04)
cases = {name: {name: value} for name, value in rough.items()}
cases["all five"] = rough
cases["u only"] = dict(u=0.02)
changed = {name: (cyclotron_mass(E_F, 1, **terms), cyclotron_mass(E_F, -1, **terms))
           for name, terms in cases.items()}
for name in ("gamma4", "delta"):
    assert changed[name][0] < mc_formula < changed[name][1]

# Satellite touching point produced by gamma3 alone
ratio3 = rough["gamma3"] / gamma0
x_touch = np.sqrt(2) * ratio3 * g
touch = np.linalg.eigvalsh(hamiltonian(x_touch, 0.0, gamma3=rough["gamma3"]))
away = np.linalg.eigvalsh(hamiltonian(x_touch, np.pi/3, gamma3=rough["gamma3"]))
assert np.min(np.abs(touch)) < 1e-12 and np.min(np.abs(away)) > 1e-3
E_warp = x_touch**2 / g
assert abs(E_warp - 2 * g * ratio3**2) < 1e-12

# Splitting of the even non-dimer states at the valley corner by gamma2
H0 = hamiltonian(0.0, 0.0, gamma2=rough["gamma2"])
even_A = np.array([1, 0, 0, 0, 1, 0]) / np.sqrt(2)
edge_split = abs((even_A @ H0 @ even_A - H0[3, 3]).real)
kT = const.k * 300 / e
assert abs(mass - 0.047) < 0.0005

print(f"interlayer hopping gamma1 = {gamma1:.2f} eV")
print(f"velocity v = {v:.1e} m/s")
print(f"hbar v = {hv:.4f} eV nm")
print(f"lattice constant used = {lattice_nm:.3f} nm")
print(f"in-plane hopping gamma0 from v = {gamma0:.3f} eV")
print(f"effective hopping g = {g:.4f} eV")
print(f"gamma1/v^2 = {gamma1 * mass_unit:.5f} m_e")
print(f"bilayer-like band mass = {mass:.5f} m_e")
print(f"bilayer-like band mass = {mass * m_e:.4e} kg")
print(f"mass from lattice diagonalization = {lattice_mass:.5f} m_e")
print(f"true AB bilayer mass = {bilayer_mass:.5f} m_e")
print(f"mass ratio trilayer/bilayer = {mass / bilayer_mass:.4f}")
print(f"mirror parity, low band and linear band = {parity[0]:+.3f}, {parity[1]:+.3f}")
print(f"low-band non-dimer weight at vp = 0.02 eV: {nondimer_weight:.4f}")
print(f"Fermi energy from neutrality = {E_F * 1e3:.1f} meV")
print(f"vp on bilayer-like contour = {np.sqrt(x2):.4f} eV")
print(f"wave number on that contour = {np.sqrt(x2) / hv:.4f} 1/nm")
print(f"cyclotron mass there, formula = {mc_formula:.5f} m_e")
print(f"cyclotron mass there, contour area = {mc_numeric:.5f} m_e")
print(f"density in bilayer-like band = {n_bilayer:.3e} cm^-2")
print(f"density in monolayer-like band = {n_monolayer:.3e} cm^-2")
print("rough values of neglected terms (eV): "
      + ", ".join(f"{name} {value:.2f}" for name, value in rough.items()))
print(f"outer-layer potentials in u case = +/-{cases['u only']['u'] * 1e3:.0f} meV")
for name, (electron, hole) in changed.items():
    print(f"with {name}: electron {electron:.4f}, hole {hole:.4f} m_e "
          f"({100 * (electron / mc_formula - 1):+.1f} %, "
          f"{100 * (hole / mc_formula - 1):+.1f} %)")
print(f"gamma3 satellite point at vp = {x_touch:.4f} eV")
print(f"parabola energy at that point = {E_warp * 1e3:.1f} meV")
print(f"gamma2 splitting of the band edge = {edge_split * 1e3:.1f} meV")
print(f"layer spacing used = {spacing_nm:.3f} nm")
print(f"one-sided gate, rough potential drop = {gate_drop * 1e3:.0f} mV")
print(f"thermal energy at 300 K = {kT * 1e3:.1f} meV")
print(f"cyclotron mass at E = kT(300 K) = {mass * (1 + 2 * kT / g):.5f} m_e")
print(f"mass increase at that energy = {200 * kT / g:.1f} %")
print("every check passed")
```

Printed output:

```
interlayer hopping gamma1 = 0.38 eV
velocity v = 1.0e+06 m/s
hbar v = 0.6582 eV nm
lattice constant used = 0.246 nm
in-plane hopping gamma0 from v = 3.090 eV
effective hopping g = 0.5374 eV
gamma1/v^2 = 0.06684 m_e
bilayer-like band mass = 0.04726 m_e
bilayer-like band mass = 4.3051e-32 kg
mass from lattice diagonalization = 0.04726 m_e
true AB bilayer mass = 0.03342 m_e
mass ratio trilayer/bilayer = 1.4142
mirror parity, low band and linear band = +1.000, -1.000
low-band non-dimer weight at vp = 0.02 eV: 0.9986
Fermi energy from neutrality = 40.0 meV
vp on bilayer-like contour = 0.1520 eV
wave number on that contour = 0.2309 1/nm
cyclotron mass there, formula = 0.05429 m_e
cyclotron mass there, contour area = 0.05429 m_e
density in bilayer-like band = 1.697e+12 cm^-2
density in monolayer-like band = 1.176e+11 cm^-2
rough values of neglected terms (eV): gamma2 -0.02, gamma3 0.30, gamma4 0.10, gamma5 0.04, delta 0.04
outer-layer potentials in u case = +/-20 meV
with gamma2: electron 0.0550, hole 0.0543 m_e (+1.4 %, +0.1 %)
with gamma3: electron 0.0546, hole 0.0546 m_e (+0.6 %, +0.6 %)
with gamma4: electron 0.0496, hole 0.0596 m_e (-8.6 %, +9.8 %)
with gamma5: electron 0.0534, hole 0.0552 m_e (-1.6 %, +1.6 %)
with delta: electron 0.0508, hole 0.0578 m_e (-6.5 %, +6.5 %)
with all five: electron 0.0465, hole 0.0650 m_e (-14.4 %, +19.8 %)
with u only: electron 0.0544, hole 0.0544 m_e (+0.3 %, +0.3 %)
gamma3 satellite point at vp = 0.0738 eV
parabola energy at that point = 10.1 meV
gamma2 splitting of the band edge = 10.0 meV
layer spacing used = 0.335 nm
one-sided gate, rough potential drop = 110 mV
thermal energy at 300 K = 25.9 meV
cyclotron mass at E = kT(300 K) = 0.05181 m_e
mass increase at that energy = 9.6 %
every check passed
```
